**Taylor's critical point for a conducting drop in a uniform field**

For an uncharged conducting drop of undeformed radius $R$ and surface tension $\gamma$, the spheroidal two-point balance gives $w=\varepsilon_0E_0^2R/\gamma=2N^2\alpha^{1/3}(2\alpha-1-\alpha^{-2})$. Here $E_0$ is the applied field, $\alpha$ the aspect ratio and $N$ the depolarization factor along the long axis. The program asserts that $N$ agrees with its integral definition and that the surface field agrees with one obtained from a fitted axial charge. It asserts that the turning-point condition has one sign change on a scan from $\alpha=1.01$ to 1000, and that its root agrees with direct maximization of a numerically computed balance. It also asserts the small-field slope 8/9 and the energy's minimum and maximum below its own critical point, with no stationary point on the scanned range above it. The output puts Taylor's critical point at $\alpha=1.859$ and reduced field $\sqrt{w}=0.4585$. The complete axisymmetric calculation, with mirror symmetry about the equator, gives 1.836 and 0.4521. For a water drop of radius 0.50 mm in air, Taylor's critical field is 18.5 kV/cm.

## Verification by program

```python
# Result under test: an uncharged conducting drop (volume 4 pi R^3/3, surface
# tension gamma) in a uniform field E0, treated as a prolate spheroid with
# stress balance at pole and equator only (Taylor), has equilibria
#   w = eps0 E0^2 R/gamma = 2 N^2 al^(1/3) (2 al - 1 - al^-2),
# al = a/b = aspect ratio, N = depolarization factor along the long axis.
# w(al) has one flat maximum, at al = 1.9 (two figures), sqrt(w) near 0.458.
# Reduced units: lengths in R, fields in E0, stresses in gamma/R.
import numpy as np
from scipy.constants import epsilon_0, g as gravity
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve, minimize_scalar

PI = np.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)
LEGENDRE = np.polynomial.legendre.legvander(NODES, 41)


def depol(al):
    s = al * al - 1
    return (al * np.arccosh(al) / np.sqrt(s) - 1) / s


def depol_slope(al):
    return (1 - (1 + 2 * al**2) * depol(al)) / (al * (al**2 - 1))


def w_taylor(al):
    return 2 * depol(al)**2 * al**(1 / 3) * (2 * al - 1 - al**-2.0)


def fold_condition(al):
    return (2 * depol_slope(al) / depol(al) + 1 / (3 * al)
            + (2 + 2 * al**-3.0) / (2 * al - 1 - al**-2.0))


def semi_axes(al):
    return al**(2 / 3), al**(-1 / 3)


def meridian(al, coeff, v):
    """Shape z = a f cos v, rho = b f sin v, f = sum coeff_k cos(2 k v)."""
    a, b = semi_axes(al)
    k = 2 * np.arange(len(coeff))
    cosines, sines = np.cos(np.outer(v, k)), np.sin(np.outer(v, k))
    f, f1, f2 = cosines @ coeff, -(sines * k) @ coeff, -(cosines * k**2) @ coeff
    c, s = np.cos(v), np.sin(v)
    z, rho = a * f * c, b * f * s
    z1, rho1 = a * (f1 * c - f * s), b * (f1 * s + f * c)
    z2 = a * (f2 * c - 2 * f1 * s - f * c)
    rho2 = b * (f2 * s + 2 * f1 * c - f * s)
    length = np.hypot(z1, rho1)
    curvature = (z1 * rho2 - rho1 * z2) / length**3 - z1 / (length * rho)
    return z, rho, z1, curvature, rho1 / length, -z1 / length


def normal_field(al, coeff, v):
    """Surface field from an axial charge fitted to make the drop equipotential."""
    a, b = semi_axes(al)
    c = np.sqrt(a * a - b * b)
    ncol = len(coeff) + 1
    density = LEGENDRE[:, 1:2 * ncol:2] * WEIGHTS[:, None]
    m = 4 * ncol
    vf = (np.arange(m) + 0.5) * PI / (2 * m)
    z, rho = meridian(al, coeff, vf)[:2]
    dist = np.sqrt(rho[:, None]**2 + (z[:, None] - c * NODES)**2)
    amp = np.linalg.lstsq((1 / dist) @ density, z, rcond=None)[0]
    z, rho, _, _, nz, nr = meridian(al, coeff, v)
    dz = z[:, None] - c * NODES
    cube = (rho[:, None]**2 + dz**2)**1.5
    charge = density @ amp
    return (1 + (dz / cube) @ charge) * nz + ((rho[:, None] / cube) @ charge) * nr


def full_equilibrium(al, modes):
    """w of the complete axisymmetric problem at given aspect ratio."""
    v = (np.arange(modes) + 0.5) * PI / (2 * modes)
    vq, wq = (NODES + 1) * PI / 4, WEIGHTS * PI / 4
    a, b = semi_axes(al)

    def residual(x):
        coeff, pressure, w = x[:modes], x[modes], x[modes + 1]
        curvature = meridian(al, coeff, v)[3]
        field = normal_field(al, coeff, v)
        _, rho, z1 = meridian(al, coeff, vq)[:3]
        return np.concatenate((curvature - w * field**2 / 2 - pressure,
                               [coeff[1::2].sum(),
                                1.5 * np.sum(wq * rho**2 * -z1) - 1]))

    start = np.zeros(modes + 2)
    start[0], start[modes], start[modes + 1] = 1, 1 / b + b / a**2, w_taylor(al)
    x = fsolve(residual, start, xtol=1e-11)
    assert np.max(np.abs(residual(x))) < 1e-7
    return x[modes + 1]


def full_fold(modes):
    r = minimize_scalar(lambda al: -full_equilibrium(al, modes),
                        bounds=(1.6, 2.1), method="bounded",
                        options={"xatol": 1e-5})
    return r.x, np.sqrt(-r.fun)


# Depolarization factor against its integral definition; slope; surface field
sphere = np.array([1.0])
angles = np.linspace(0.05, PI / 2, 12)
for al in (1.3, 1.9, 3.0):
    a, b = semi_axes(al)
    integral = quad(lambda s: 0.5 / ((s + a * a)**1.5 * (s + b * b)), 0, np.inf)[0]
    assert abs(integral - depol(al)) < 1e-7
    numeric = (depol(al + 1e-4) - depol(al - 1e-4)) / 2e-4
    assert abs(numeric - depol_slope(al)) < 1e-6
    nz = meridian(al, sphere, angles)[4]
    assert np.allclose(normal_field(al, sphere, angles), nz / depol(al), atol=1e-7)
    ends = meridian(al, sphere, np.array([1e-4, PI / 2]))[3]
    assert np.allclose(ends, [2 * a / b**2, 1 / b + b / a**2], rtol=1e-5)

# Turning point from the derived condition, and its uniqueness
al_c = brentq(fold_condition, 1.2, 4)
w_c = w_taylor(al_c)
field_c = np.sqrt(w_c)
scan = np.sign(fold_condition(np.geomspace(1.01, 1000, 4000)))
assert np.count_nonzero(np.diff(scan)) == 1


def w_two_point_numeric(al):
    v = np.array([1e-4, PI / 2])
    curvature = meridian(al, sphere, v)[3]
    e = normal_field(al, sphere, v)
    return 2 * (curvature[0] - curvature[1]) / (e[0]**2 - e[1]**2)


direct = minimize_scalar(lambda al: -w_two_point_numeric(al), bounds=(1.3, 3),
                         method="bounded", options={"xatol": 1e-6})
assert abs(direct.x - al_c) < 1e-3 and abs(-direct.fun - w_c) < 1e-6
# 1.9 is a value rounded to one decimal, so it is good to half a unit, 0.05
assert abs(al_c - 1.9) < 0.05
assert abs(field_c - 0.458) < 0.001
# The maximum is flat: the equilibrium field at 1.9 is nearly the critical one
flatness = 1 - np.sqrt(w_taylor(1.9)) / field_c
assert 0 < flatness < 0.001

# Small deformation: w/(al-1) -> 8/9, also in the complete problem
slope = 2 * w_taylor(1.005) / 0.005 - w_taylor(1.01) / 0.01
assert abs(slope - 8 / 9) < 1e-3
assert abs(full_equilibrium(1.01, 3) / w_taylor(1.01) - 1) < 0.01


# Energy of spheroids, in 4 pi gamma R^2: area term minus half dipole times field
def area(al):
    e = np.sqrt(1 - al**-2.0)
    return 0.5 * al**(-2 / 3) * (1 + al * np.arcsin(e) / e)


def w_energy(al):
    area_slope = (area(al + 1e-4) - area(al - 1e-4)) / 2e-4
    return -6 * area_slope * depol(al)**2 / depol_slope(al)


r = minimize_scalar(lambda al: -w_energy(al), bounds=(1.3, 3), method="bounded",
                    options={"xatol": 1e-6})
al_en, w_en = r.x, -r.fun
grid = np.linspace(1.01, 8, 4000)


def energy_trend(w):
    signs = np.sign(np.diff(area(grid) - w / (6 * depol(grid))))
    return list(signs[np.r_[True, np.diff(signs) != 0]])


assert energy_trend(0.95 * w_en) == [-1, 1, -1]   # minimum, then maximum
assert energy_trend(1.05 * w_en) == [-1]          # no stationary shape left
assert abs(np.sqrt(w_en) / field_c - 1) < 0.03


# Work of the electric surface pull equals the gain of half dipole times field
def pull_work(v, al=1.7):
    a, b = semi_axes(al)
    da, db = 2 / 3 * al**(-1 / 3), -1 / 3 * al**(-4 / 3)
    length = np.hypot(b * np.cos(v), a * np.sin(v))
    n_z = b * np.cos(v) / length
    shift = (da * b * np.cos(v)**2 + db * a * np.sin(v)**2) / length
    return 0.5 * (n_z / depol(al))**2 * shift * 2 * PI * b * np.sin(v) * length


gain = 2 * PI / 3 * (1 / depol(1.7001) - 1 / depol(1.6999)) / 2e-4
assert abs(quad(pull_work, 0, PI)[0] - gain) < 1e-5

# Stress misfit of the critical spheroid between pole and equator
v = np.linspace(1e-3, PI / 2, 500)
_, _, _, curvature, nz, _ = meridian(al_c, sphere, v)
stress = curvature - w_c / 2 * (nz / depol(al_c))**2
misfit = np.max(np.abs(stress - stress[-1])) / 2

# Complete axisymmetric problem: turning point and its convergence
al_6, field_6 = full_fold(6)
al_8, field_8 = full_fold(8)
assert abs(al_8 - al_6) < 0.01 and abs(field_8 - field_6) < 1e-3
assert abs(field_8 / field_c - 1) < 0.03 and abs(al_8 - al_c) < 0.15

# Worked example: water drop in air (rough typical properties)
radius, gamma, density = 0.5e-3, 0.072, 1000.0      # m, N/m, kg/m^3
conductivity, eps_r = 1e-3, 80.0                    # S/m, relative
torr, town_a, town_b = 760.0, 15.0, 365.0           # Torr, 1/(cm Torr), V/(cm Torr)
air_strength, streamer = 30.0, 18.0                 # kV/cm, avalanche exponent
unit_field = np.sqrt(gamma / (epsilon_0 * radius)) / 1e5    # kV/cm
e_crit = field_c * unit_field
a, b = semi_axes(al_c)
pole = e_crit / depol(al_c)
short = brentq(lambda al: w_taylor(al) - 0.81 * w_c, 1.001, al_c)
long = brentq(lambda al: w_taylor(al) - 0.81 * w_c, al_c, 10)

focus = np.sqrt(a * a - b * b)
xi0 = a / focus


def g_line(x):
    return np.log((x + 1) / (x - 1)) - 2 / x


def axis_field(x):
    return 1 - g_line(x) / g_line(xi0) + 2 / (x * (x * x - 1) * g_line(xi0))


def axis_potential(x):
    return -x + np.sum(WEIGHTS * NODES / (x - NODES)) / g_line(xi0)


numeric = -(axis_potential(1.5 + 1e-4) - axis_potential(1.5 - 1e-4)) / 2e-4
assert abs(numeric - axis_field(1.5)) < 1e-6
assert abs(axis_field(xi0) * depol(al_c) - 1) < 1e-9
xi_end = brentq(lambda x: e_crit * axis_field(x) - air_strength, xi0, 50)
cm_per_xi = focus * radius * 100
avalanche = quad(lambda x: town_a * torr * np.exp(
    -town_b * torr / (1e3 * e_crit * axis_field(x))) * cm_per_xi, xi0, xi_end)[0]
assert avalanche < streamer
head = density * gravity * 2 * a * radius
capillary = 2 * gamma / radius
relaxation = epsilon_0 * (eps_r + 2) / conductivity
period = 2 * PI / np.sqrt(8 * gamma / (density * radius**3))
assert relaxation < 0.01 * period
r_air = w_c * gamma / (epsilon_0 * (air_strength * 1e5)**2)

print("Taylor approximation, field in sqrt(gamma/(eps0 R))")
for al in (1.2, 1.5, 1.9, 2.5, 4.0):
    print(f"  a/b = {al:.1f}: N = {depol(al):.5f}, field = {np.sqrt(w_taylor(al)):.4f}")
print(f"critical aspect ratio a/b = {al_c:.4f}")
print(f"N at critical point = {depol(al_c):.5f}")
print(f"critical w = eps0 E0^2 R/gamma = {w_c:.5f}")
print(f"critical reduced field = {field_c:.5f}")
print(f"field at a/b = 1.9 lies below the maximum by {100*flatness:.3f} %")
print(f"small-field slope w/(a/b - 1) = {slope:.4f} (8/9 = {8/9:.4f})")
print(f"largest stress misfit / (2 gamma/R) = {100*misfit:.2f} %")
print(f"energy method: a/b = {al_en:.4f}, reduced field = {np.sqrt(w_en):.5f}")
print(f"complete problem, 8 modes: a/b = {al_8:.4f}, reduced field = {field_8:.5f}")
print(f"shift from 6 to 8 modes: a/b {al_8-al_6:.1e}, field {field_8-field_6:.1e}")
print(f"Taylor field minus complete one = {100*(field_c/field_8-1):.2f} %")
print("Example: water drop in air, rough typical properties")
print(f"radius R = {radius*1e3:.2f} mm, surface tension = {gamma*1e3:.0f} mN/m")
print(f"sqrt(gamma/(eps0 R)) = {unit_field:.2f} kV/cm")
print(f"critical field (Taylor) = {e_crit:.2f} kV/cm = {e_crit/1e3:.5f} MV/cm")
print(f"critical field (complete problem) = {field_8*unit_field:.2f} kV/cm")
print(f"critical semi-axes a = {a*radius*1e3:.3f} mm, b = {b*radius*1e3:.3f} mm")
print(f"pole field enhancement 1/N = {1/depol(al_c):.3f}")
print(f"pole field at critical point = {pole:.1f} kV/cm")
print(f"at 90 % of critical field: stable a/b = {short:.3f}, unstable a/b = {long:.3f}")
print(f"hydrostatic head over 2a = {head:.2f} Pa, 2 gamma/R = {capillary:.0f} Pa")
print(f"head / capillary pressure = {100*head/capillary:.1f} %")
print(f"density = {density:.0f} kg/m3, conductivity = {conductivity:.0e} S/m, eps_r = {eps_r:.0f}")
print(f"charge relaxation time = {relaxation*1e6:.2f} us")
print(f"drop oscillation period = {period*1e3:.2f} ms")
print(f"air: {torr:.0f} Torr, A = {town_a:.0f} /(cm Torr), B = {town_b:.0f} V/(cm Torr)")
print(f"rough uniform-gap strength of air = {air_strength:.0f} kV/cm")
print(f"length with field above it = {(xi_end-xi0)*focus*radius*1e3:.3f} mm")
print(f"avalanche exponent = {avalanche:.2f} (rough streamer value {streamer:.0f})")
print(f"radius where critical field equals air strength = {r_air*1e3:.3f} mm")
print("OK")
```

Output:

```
Taylor approximation, field in sqrt(gamma/(eps0 R))
  a/b = 1.2: N = 0.28613, field = 0.3504
  a/b = 1.5: N = 0.23298, field = 0.4397
  a/b = 1.9: N = 0.18335, field = 0.4584
  a/b = 2.5: N = 0.13515, field = 0.4363
  a/b = 4.0: N = 0.07541, field = 0.3539
critical aspect ratio a/b = 1.8589
N at critical point = 0.18763
critical w = eps0 E0^2 R/gamma = 0.21025
critical reduced field = 0.45853
field at a/b = 1.9 lies below the maximum by 0.033 %
small-field slope w/(a/b - 1) = 0.8888 (8/9 = 0.8889)
largest stress misfit / (2 gamma/R) = 3.01 %
energy method: a/b = 1.8391, reduced field = 0.45214
complete problem, 8 modes: a/b = 1.8363, reduced field = 0.45211
shift from 6 to 8 modes: a/b 1.4e-04, field 4.0e-06
Taylor field minus complete one = 1.42 %
Example: water drop in air, rough typical properties
radius R = 0.50 mm, surface tension = 72 mN/m
sqrt(gamma/(eps0 R)) = 40.33 kV/cm
critical field (Taylor) = 18.49 kV/cm = 0.01849 MV/cm
critical field (complete problem) = 18.23 kV/cm
critical semi-axes a = 0.756 mm, b = 0.407 mm
pole field enhancement 1/N = 5.330
pole field at critical point = 98.6 kV/cm
at 90 % of critical field: stable a/b = 1.358, unstable a/b = 2.923
hydrostatic head over 2a = 14.83 Pa, 2 gamma/R = 288 Pa
head / capillary pressure = 5.1 %
density = 1000 kg/m3, conductivity = 1e-03 S/m, eps_r = 80
charge relaxation time = 0.73 us
drop oscillation period = 2.93 ms
air: 760 Torr, A = 15 /(cm Torr), B = 365 V/(cm Torr)
rough uniform-gap strength of air = 30 kV/cm
length with field above it = 0.309 mm
avalanche exponent = 2.73 (rough streamer value 18)
radius where critical field equals air strength = 0.190 mm
OK
```
